# The fourth-order triple jump and negative steps in real splittings: test program

```python
"""Triple-jump composition and the need for negative steps in real splittings.

Result under test: if S(tau) is a symmetric second-order step, then
S(w1 tau) S(w0 tau) S(w1 tau), w1 = 1/(2 - 2**(1/3)), w0 = 1 - 2 w1,
is of fourth order; and a real product exp(a1 A) exp(b1 B) exp(a2 A) ...
of order three or more has a negative a and a negative b.
A, B: noncommuting generators (kinetic and potential part).
alpha: coefficients of the same product written with exp(hA)exp(hB) and
its adjoint exp(hB)exp(hA); order three requires sum(alpha**3) = 0.
Model: two electrons in one dimension, Kohn-Sham, adiabatic exact exchange.
Atomic units inside; eV, angstrom and attoseconds for input and output.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import least_squares

rng = np.random.default_rng(7)
w1 = 1 / (2 - 2 ** (1 / 3))
w0 = 1 - 2 * w1
TRIPLE = (w1, w0, w1)


# ---- truncated algebra of noncommuting words in A and B ----
def mul(p, q, deg):
    out = {}
    for u, cu in p.items():
        for v, cv in q.items():
            if len(u) + len(v) <= deg:
                out[u + v] = out.get(u + v, 0.0) + cu * cv
    return out


def word_exp(element, deg):
    total, term = {"": 1.0}, {"": 1.0}
    for n in range(1, deg + 1):
        term = {w: c / n for w, c in mul(term, element, deg).items()}
        for w, c in term.items():
            total[w] = total.get(w, 0.0) + c
    return total


def word_log(u, deg):
    rest = {w: c for w, c in u.items() if w}
    total, power = {}, {"": 1.0}
    for n in range(1, deg + 1):
        power = mul(power, rest, deg)
        for w, c in power.items():
            total[w] = total.get(w, 0.0) + (-1) ** (n + 1) * c / n
    return total


def product(exponents, deg):
    out = {"": 1.0}
    for e in exponents:
        out = mul(out, word_exp(e, deg), deg)
    return out


def splitting(a, b, deg):
    exponents = []
    for ai, bi in zip(a[:-1], b):
        exponents += [{"A": ai}, {"B": bi}]
    return product(exponents + [{"A": a[-1]}], deg)


def defect(u, length):
    exact = word_exp({"A": 1.0, "B": 1.0}, length)
    return max(abs(u.get(w, 0.0) - c) for w, c in exact.items()
               if len(w) == length)


# weights: the cubic 2 w^3 + (1 - 2w)^3 = 0 has a single real root
roots = np.roots([-6, 12, -6, 1])
real_roots = roots[abs(roots.imag) < 1e-9].real
assert len(real_roots) == 1 and abs(real_roots[0] - w1) < 1e-10

# order of the triple jump, word by word
strang_exponents = [{"A": 0.5}, {"B": 1.0}, {"A": 0.5}]
strang_words = product(strang_exponents, 5)
triple_exponents = [{s: c * w for s, c in e.items()}
                    for w in TRIPLE for e in strang_exponents]
triple_words = product(triple_exponents, 5)
strang_defects = [defect(strang_words, n) for n in range(1, 6)]
triple_defects = [defect(triple_words, n) for n in range(1, 6)]
assert max(strang_defects[:2]) < 1e-13 and strang_defects[2] > 1e-2
assert max(triple_defects[:4]) < 1e-12 and triple_defects[4] > 1e-3
strang_log = word_log(strang_words, 5)
assert max(abs(c) for w, c in strang_log.items() if len(w) in (2, 4)) < 1e-13


# ---- the cubic sum that a positive splitting cannot cancel ----
def alphas(a, b):
    out = [a[0]]
    for i in range(len(b)):
        out.append(b[i] - out[-1])
        if i < len(b) - 1:
            out.append(a[i + 1] - out[-1])
    return np.array(out)


def cubic_from_words(a, b):
    lg = word_log(splitting(a, b, 3), 3)
    return 6 * (lg["AAB"] + lg["ABB"])


for _ in range(30):                      # arbitrary signs, equal sums
    a, b = rng.normal(size=5), rng.normal(size=4)
    a[-1] += b.sum() - a.sum()
    al = alphas(a, b)
    assert abs(al[-1] - a[-1]) < 1e-12
    assert abs(cubic_from_words(a, b) - np.sum(al ** 3)) < 1e-9

stages = 3
bound = 1 / (4 * stages ** 2)
for _ in range(200):                     # nonnegative b, any real a
    b = rng.dirichlet(np.ones(stages))
    a = rng.normal(scale=0.4, size=stages + 1)
    a[-1] += 1 - a.sum()
    assert cubic_from_words(a, b) >= bound - 1e-11
equal_a = np.array([0.5] + [1.0] * (stages - 1) + [0.5]) / stages
equal_cubic = cubic_from_words(equal_a, np.ones(stages) / stages)
assert abs(equal_cubic - bound) < 1e-12


# ---- search for third-order splittings, nonnegative and free ----
def order_three_residual(c):
    a, b = c[:stages + 1], c[stages + 1:]
    u = splitting(a, b, 3)
    return np.array([a.sum() - 1, b.sum() - 1, u["AB"] - 1 / 2,
                     u["AAB"] - 1 / 6, u["ABB"] - 1 / 6])


def best_fit(lower):
    fits = [least_squares(order_three_residual,
                          rng.uniform(0.05, 0.6, 2 * stages + 1),
                          bounds=(lower, np.inf), max_nfev=150,
                          xtol=1e-14, ftol=1e-14, gtol=1e-14)
            for _ in range(6)]
    best = min(fits, key=lambda f: f.cost)
    return np.sqrt(2 * best.cost), best.x


floor_positive, _ = best_fit(0.0)
floor_free, free = best_fit(-np.inf)
free_a, free_b = free[:stages + 1], free[stages + 1:]
assert floor_positive > 1e-3 and floor_free < 1e-8
assert free_a.min() < 0 and free_b.min() < 0

# ---- scope: commutators of T and V, and the way out with a commutator ----
x_s, force_s = sp.symbols("x F", real=True)
f_s, v_s = sp.Function("f")(x_s), sp.Function("V")(x_s)


def kinetic(g):
    return -sp.diff(g, x_s, 2) / 2


def commutator(p, q):
    return lambda g: p(q(g)) - q(p(g))


def times(v):
    return lambda g: v * g


vtv = commutator(times(v_s), commutator(kinetic, times(v_s)))(f_s)
ttv = commutator(kinetic, commutator(kinetic, times(v_s)))(f_s)
ttv_formula = (v_s.diff(x_s, 2) * f_s.diff(x_s, 2)
               + v_s.diff(x_s, 3) * f_s.diff(x_s)
               + v_s.diff(x_s, 4) * f_s / 4)
assert sp.expand((vtv - v_s.diff(x_s) ** 2 * f_s).doit()) == 0
assert sp.expand((ttv - ttv_formula).doit()) == 0
uniform = times(force_s * x_s)
ttu = commutator(kinetic, commutator(kinetic, uniform))(f_s)
assert sp.expand(ttu.doit()) == 0
# in a uniform field this positive product has no third-order error left
uniform_log = word_log(product([{"A": 1 / 6}, {"B": 1 / 2}, {"A": 2 / 3},
                                {"B": 1 / 2}, {"A": 1 / 6}], 3), 3)
assert abs(uniform_log["ABB"]) < 1e-14 and abs(uniform_log["AAB"]) > 1e-3
# [B,[A,B]] = 2 BAB - BBA - ABB added to the middle exponent
middle = {"B": 2 / 3, "BAB": 2 / 72, "BBA": -1 / 72, "ABB": -1 / 72}
gradient_words = product([{"B": 1 / 6}, {"A": 1 / 2}, middle,
                          {"A": 1 / 2}, {"B": 1 / 6}], 5)
gradient_defect = max(defect(gradient_words, n) for n in range(1, 5))
assert gradient_defect < 1e-13

# ---- Kohn-Sham model on a periodic grid ----
EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
ATTO = const.physical_constants["atomic unit of time"][0] * 1e18
points, dx_ang, depth_ev, width_ang, soft_ang = 128, 0.25, 40.0, 1.0, 0.5
force_ev_ang, photon_ev, total_as = 5.0, 15.0, 500.0

dx = dx_ang / ANG
box = points * dx
x = (np.arange(points) - points // 2) * dx
k_energy = (2 * np.pi * np.fft.fftfreq(points, dx)) ** 2 / 2
well = -depth_ev / EV * np.exp(-x ** 2 / (2 * (width_ang / ANG) ** 2))
kernel = 1 / np.sqrt(x ** 2 + (soft_ang / ANG) ** 2)
kernel_k = np.fft.fft(np.fft.ifftshift(kernel)) * dx
ramp = box / (2 * np.pi) * np.sin(2 * np.pi * x / box)
force, omega = force_ev_ang * ANG / EV, photon_ev / EV
total_time = total_as / ATTO


def ks_potential(density, time):
    hartree = np.fft.ifft(kernel_k * np.fft.fft(density)).real
    return well + hartree / 2 + force * np.sin(omega * time) * ramp


kin = np.fft.ifft(k_energy[:, None] * np.fft.fft(np.eye(points), axis=0),
                  axis=0).real
kin = (kin + kin.T) / 2
density = np.zeros(points)
for _ in range(200):
    levels, vectors = np.linalg.eigh(kin + np.diag(ks_potential(density, 0)))
    new_density = 2 * vectors[:, 0] ** 2 / dx
    change = np.max(abs(new_density - density))
    density = (density + new_density) / 2
    if change < 1e-11:
        break
assert change < 1e-9
phi0 = vectors[:, 0].astype(complex) / np.sqrt(dx)


def strang_step(phi, time, tau, fixed_density=None, fixed_time=None):
    half = np.exp(-0.5j * tau * k_energy)
    phi = np.fft.ifft(half * np.fft.fft(phi))
    n = 2 * abs(phi) ** 2 if fixed_density is None else fixed_density
    t = time + tau / 2 if fixed_time is None else fixed_time
    phi = np.exp(-1j * tau * ks_potential(n, t)) * phi
    return np.fft.ifft(half * np.fft.fft(phi))


def full_step(phi, time, tau, weights, freeze=None):
    n = 2 * abs(phi) ** 2 if freeze == "density" else None
    t = time + tau / 2 if freeze == "field" else None
    for w in weights:
        phi = strang_step(phi, time, w * tau, n, t)
        time += w * tau
    return phi


def propagate(steps, weights, freeze=None):
    phi, tau = phi0.copy(), total_time / steps
    for i in range(steps):
        phi = full_step(phi, i * tau, tau, weights, freeze)
    return phi


def rhs(time, phi):
    kinetic_part = np.fft.ifft(k_energy * np.fft.fft(phi))
    return -1j * (kinetic_part + ks_potential(2 * abs(phi) ** 2, time) * phi)


reference = solve_ivp(rhs, (0, total_time), phi0, method="DOP853",
                      rtol=1e-11, atol=1e-13).y[:, -1]


def error(phi):
    return np.sqrt(np.sum(abs(phi - reference) ** 2) * dx)


def position(phi):
    return np.sum(x * abs(phi) ** 2) * dx * ANG


step_counts = [50, 100, 200, 400]
triple_runs = [propagate(n, TRIPLE) for n in step_counts]
triple_err = np.array([error(p) for p in triple_runs])
strang_err = np.array([error(propagate(n, (1.0,))) for n in step_counts])
equal_runs = [propagate(3 * n, (1.0,)) for n in step_counts]
equal_err = np.array([error(p) for p in equal_runs])
density_err = [error(propagate(n, TRIPLE, "density")) for n in (200, 400)]
field_err = [error(propagate(n, TRIPLE, "field")) for n in (200, 400)]
triple_order = np.log2(triple_err[:-1] / triple_err[1:])
strang_order = np.log2(strang_err[:-1] / strang_err[1:])
density_order = np.log2(density_err[0] / density_err[1])
field_order = np.log2(field_err[0] / field_err[1])
assert abs(triple_order[-1] - 4) < 0.2
assert abs(strang_order[-1] - 2) < 0.1
assert abs(density_order - 1) < 0.2
assert abs(field_order - 2) < 0.3
assert triple_err[-1] < equal_err[-1]
norm_drift = abs(np.sum(abs(triple_runs[-1]) ** 2) * dx - 1)
assert norm_drift < 1e-10
tau_test = total_time / 100
there = full_step(phi0, 1.0, tau_test, TRIPLE)
back = full_step(there, 1.0 + tau_test, -tau_test, TRIPLE)
return_error = np.sqrt(np.sum(abs(back - phi0) ** 2) * dx)
assert return_error < 1e-11

# ---- output ----
clock = np.cumsum(TRIPLE)
kicks = clock - np.array(TRIPLE) / 2
print(f"outer weight w1 = {w1:.6f}, middle weight w0 = {w0:.6f}")
print(f"inner kinetic coefficient (w1+w0)/2 = {(w1 + w0) / 2:.6f}")
print("clock after substeps (steps):", np.round(clock, 4))
print("clock at potential kicks (steps):", np.round(kicks, 4))
print("largest word defect, degrees 3, 4, 5:")
print("  Strang:", " ".join(f"{d:.2e}" for d in strang_defects[2:]))
print("  triple:", " ".join(f"{d:.2e}" for d in triple_defects[2:]))
print(f"cubic sum, {stages} equal Strang steps = {equal_cubic:.6f}")
print(f"lower bound 1/(4 s^2), s = {stages}: {bound:.6f}")
print(f"order-3 residual, nonnegative search = {floor_positive:.2e}")
print(f"order-3 residual, free search = {floor_free:.1e}")
print("  free solution a:", np.round(free_a, 4))
print("  free solution b:", np.round(free_b, 4))
print(f"positive scheme with commutator, defect to degree 4 = "
      f"{gradient_defect:.1e}")
print(f"grid: {points} points, spacing {dx_ang} angstrom, "
      f"box {points * dx_ang} angstrom")
print(f"well depth {depth_ev} eV, width {width_ang} angstrom, "
      f"softening {soft_ang} angstrom")
print(f"force amplitude {force_ev_ang} eV/angstrom, "
      f"photon energy {photon_ev} eV")
print(f"total time {total_as} as")
print(f"ground-state orbital energy = {levels[0] * EV:.4f} eV "
      f"= {levels[0]:.5f} hartree")
print("orbital error (dimensionless) at the final time:")
print("steps | step (as) | Strang | triple | Strang, 3x steps")
for i, n in enumerate(step_counts):
    print(f"{n:4d} | {total_as / n:6.2f} | {strang_err[i]:.3e} | "
          f"{triple_err[i]:.3e} | {equal_err[i]:.3e}")
print("observed orders, Strang:", np.round(strang_order, 3))
print("observed orders, triple:", np.round(triple_order, 3))
print(f"equal-work error ratio Strang/triple, 400 steps = "
      f"{equal_err[-1] / triple_err[-1]:.1f}")
print(f"density frozen over the step: error {density_err[1]:.3e}, "
      f"order {density_order:.3f}")
print(f"field frozen at midpoint: error {field_err[1]:.3e}, "
      f"order {field_order:.3f}")
print(f"mean position, reference = {position(reference):.6f} angstrom")
print(f"position error, triple, 100 steps = "
      f"{abs(position(triple_runs[1]) - position(reference)):.2e} angstrom")
print(f"position error, Strang, 300 steps = "
      f"{abs(position(equal_runs[1]) - position(reference)):.2e} angstrom")
print(f"norm drift, triple, 400 steps = {norm_drift:.1e}")
print(f"forward-backward return error = {return_error:.1e}")
print("tests ok")
```

Printed output:

```
outer weight w1 = 1.351207, middle weight w0 = -1.702414
inner kinetic coefficient (w1+w0)/2 = -0.175604
clock after substeps (steps): [ 1.3512 -0.3512  1.    ]
clock at potential kicks (steps): [0.6756 0.5    0.3244]
largest word defect, degrees 3, 4, 5:
  Strang: 1.67e-01 8.33e-02 3.33e-02
  triple: 3.61e-16 7.70e-16 1.04e-01
cubic sum, 3 equal Strang steps = 0.027778
lower bound 1/(4 s^2), s = 3: 0.027778
order-3 residual, nonnegative search = 2.85e-03
order-3 residual, free search = 7.9e-14
  free solution a: [ 0.8587 -0.5849  0.5937  0.1325]
  free solution b: [-0.0368  0.6195  0.4173]
positive scheme with commutator, defect to degree 4 = 1.1e-16
grid: 128 points, spacing 0.25 angstrom, box 32.0 angstrom
well depth 40.0 eV, width 1.0 angstrom, softening 0.5 angstrom
force amplitude 5.0 eV/angstrom, photon energy 15.0 eV
total time 500.0 as
ground-state orbital energy = -12.7289 eV = -0.46778 hartree
orbital error (dimensionless) at the final time:
steps | step (as) | Strang | triple | Strang, 3x steps
  50 |  10.00 | 8.140e-03 | 4.663e-04 | 8.997e-04
 100 |   5.00 | 2.026e-03 | 2.935e-05 | 2.248e-04
 200 |   2.50 | 5.059e-04 | 1.838e-06 | 5.620e-05
 400 |   1.25 | 1.264e-04 | 1.149e-07 | 1.405e-05
observed orders, Strang: [2.006 2.002 2.   ]
observed orders, triple: [3.99  3.997 3.999]
equal-work error ratio Strang/triple, 400 steps = 122.3
density frozen over the step: error 9.926e-03, order 1.007
field frozen at midpoint: error 2.444e-05, order 1.999
mean position, reference = -0.243870 angstrom
position error, triple, 100 steps = 1.81e-05 angstrom
position error, Strang, 300 steps = 1.06e-04 angstrom
norm drift, triple, 400 steps = 3.1e-13
forward-backward return error = 1.6e-15
tests ok
```
